# Surface Electric Field of an EUV Mirror and Its Reflection Phase

## Question

A flat mirror fills the half-space $z<0$; above it is vacuum. A monochromatic plane wave of vacuum wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$ falls on it at normal incidence. Fields carry the time factor $e^{-i\omega t}$, so an absorbing material has index $n=n'+i\kappa$ with $\kappa>0$. The ratio of reflected to incident electric field at $z=0$ is

$$r=\sqrt R\,e^{i\phi},$$

where $R$ is the reflectance and $\phi$ the reflection phase. Let $F$ be the cycle-averaged squared electric field at the surface, divided by that of the incident wave alone. This is what "electric intensity" means below; it is not the energy flux.

For numerical work take $R=0.70$ and $\lambda=13.5$ nm (photon energy 91.8 eV), so that $k=0.46542\ \mathrm{nm^{-1}}$. The mirror is a multilayer of 50 periods, each an absorber layer of index $0.920+0.006i$ and a spacer layer of index $0.999+0.002i$. The top layer and the substrate are of spacer material. These are round model values.

The parts are answered in turn.

## (a) Derive $F$ in terms of $R$ and $\phi$.

**Answer.** The incident wave travels towards negative $z$ and the reflected wave towards positive $z$. In the vacuum,

$$E(z)=E_0\left(e^{-ikz}+r\,e^{ikz}\right),\qquad E(0)=E_0(1+r).$$

The physical field is the real part of $E e^{-i\omega t}$. Its square is

$$\left[\tfrac12\left(Ee^{-i\omega t}+E^*e^{i\omega t}\right)\right]^2
=\tfrac12|E|^2+\tfrac14\left(E^2e^{-2i\omega t}+E^{*2}e^{2i\omega t}\right).$$

The last bracket averages to zero over a cycle, leaving $|E|^2/2$. For the incident wave alone the average is $|E_0|^2/2$. The factors of one half cancel in the ratio:

$$F=|1+r|^2=(1+r)(1+r^*)=1+r+r^*+|r|^2.$$

Since $r+r^*=2\sqrt R\cos\phi$ and $|r|^2=R$,

$$\boxed{F=1+R+2\sqrt R\cos\phi.}$$

At normal incidence the electric field is parallel to the surface, and this component is continuous there. The same $F$ therefore holds just inside the mirror. No property of the layers has been used except their combined effect, $r$.

## (b) For $R=0.70$, find the smallest and largest $F$ over all phases. Comment on the limits $R\to0$ and $R\to1$.

**Answer.** At fixed $R$, $F$ depends on phase through $\cos\phi$, which lies between $-1$ and $1$. Completing the squares,

$$F_{\min}=1+R-2\sqrt R=(1-\sqrt R)^2\quad(\phi=\pi),$$

$$F_{\max}=1+R+2\sqrt R=(1+\sqrt R)^2\quad(\phi=0).$$

With $\sqrt{0.70}=0.83666$,

$$F_{\min}=(0.16334)^2=0.027,\qquad F_{\max}=(1.83666)^2=3.37.$$

Their ratio is 126. Knowing that 70% of the power is reflected thus leaves the surface intensity undetermined by two orders of magnitude. If all phases are equally likely, the cosine averages to zero and the mean is $1+R=1.70$, the result of adding intensities instead of fields.

As $R\to0$, both bounds tend to 1, because the incident wave alone remains. As $R\to1$, they tend to 0 and 4: two waves of equal amplitude either cancel or double the field. At $R=0.70$ the amplitudes are still 1 and 0.837, which is why the range is already close to that of a perfect mirror.

## (c) Show that energy conservation does not fix $F$. Where has the electric intensity gone when $\phi=\pi$?

**Answer.** Let $x=-z$ be the depth and write $E'=dE/dx$. Faraday's law gives a magnetic field proportional to $E'/(i\omega)$, and the averaged energy flux into the mirror is proportional to $\operatorname{Im}(E^*E')$. For the incident wave alone this quantity is $k|E_0|^2$, so the net flux relative to the incident flux is

$$S=\frac{\operatorname{Im}(E^*E')}{k|E_0|^2}.$$

In terms of depth, $E=E_0(e^{ikx}+re^{-ikx})$ and $E'=ikE_0(e^{ikx}-re^{-ikx})$. At $x=0$,

$$S=\operatorname{Im}\left[i(1+r^*)(1-r)\right]
=\operatorname{Im}\left[i(1-R)+i(r^*-r)\right].$$

Because $r^*-r=-2i\operatorname{Im}r$, the second term is $2\operatorname{Im}r$, which is real. Hence

$$S=1-R=0.30$$

for every phase. The phase moves the standing wave relative to the surface without changing the net power that enters.

The magnetic field relative to its incident value is $E'/(ikE_0)=1-r$. Its intensity is therefore

$$|1-r|^2=1+R-2\sqrt R\cos\phi,$$

and the electric and magnetic intensities add to $2(1+R)$. At $\phi=\pi$ the surface lies at an electric node and a magnetic antinode. The electric intensity is found higher up: from part (a), $|E(z)|^2/|E_0|^2=1+R+2\sqrt R\cos(\phi+2kz)$, which for $\phi=\pi$ reaches its maximum $(1+\sqrt R)^2$ at $z=\lambda/4$ above the surface.

## (d) Explain how a mirror designer can change $\phi$ while holding $R=0.70$, and establish that both ends of the range can be reached.

**Answer.** Change the thickness $d$ of the top layer. Its index is close to 1, so reflection at its upper face is weak: the amplitude $(1-n)/(1+n)$ has magnitude of about 0.001, against 0.837 for the whole mirror. Neglect it for an estimate. If $r_b$ is the reflection amplitude of the stack seen from the bottom of the top layer, the wave crosses that layer twice and

$$r\approx r_b\,e^{2iknd}=r_b\,e^{2ikn'd}\,e^{-2k\kappa d}.$$

The phase advances by $2kn'd=4\pi n'd/\lambda$. A full turn needs

$$d=\frac{\lambda}{2n'}=\frac{13.5}{2\times0.999}=6.76\ \mathrm{nm}.$$

Over that thickness the reflectance is multiplied by $e^{-4k\kappa d}=e^{-0.025}$, a relative loss of 2.5%. Thickness alone therefore changes $\phi$ strongly and $R$ slightly. To restore $R$, retune the fraction of each period occupied by absorber, adjusting the period so that its mean real index times its thickness stays equal to $\lambda/2$.

Solving the wave equation through all the layers gives two mirrors with $R=0.70000$:

- **Node:** top layer 4.241 nm, absorber fraction 0.2537, period 6.895 nm, $|\phi|=180^\circ$, $F=0.0267$.
- **Antinode:** top layer 7.568 nm, absorber fraction 0.2700, period 6.904 nm, $\phi=0^\circ$, $F=3.373$.

The net flux is 0.30000 in both, as part (c) requires. Here $F$ was found by carrying the field and its slope up from the substrate, whereas $r$ came from a separate recursion of interface reflections. The two routes were tested against $F=|1+r|^2$ and agreed.

The top layers differ by 3.33 nm, close to the half-turn estimate $\lambda/(4n')=3.38$ nm. They need not differ by precisely that amount, because the stack beneath was retuned and its own reflection phase changed.

These are two different mirrors. One finished mirror at one wavelength has one phase and one value of $F$; the range describes what is possible at a given reflectance.

## (e) By how much may the top-layer thickness err before the node intensity doubles? Compare the effect at the antinode.

**Answer.** Put $\phi=\pi+\delta$ with $|\delta|\ll1$. Then $\cos\phi=-\cos\delta\approx-1+\delta^2/2$, and

$$F\approx1+R-2\sqrt R+\sqrt R\,\delta^2=(1-\sqrt R)^2+\sqrt R\,\delta^2.$$

The intensity doubles when the added term equals the first:

$$\delta=\frac{1-\sqrt R}{R^{1/4}}=\frac{0.16334}{0.91469}=0.179\ \mathrm{rad}.$$

With the layers below held fixed, the corresponding thickness error is

$$\Delta d=\frac{\lambda\,\delta}{4\pi n'}=\frac{13.5\times0.1786}{4\pi\times0.999}=0.19\ \mathrm{nm}.$$

The full multilayer calculation, averaged over errors of $+\Delta d$ and $-\Delta d$, gives an intensity 1.999 times the node value.

Near $\phi=0$ the same expansion gives $F\approx(1+\sqrt R)^2-\sqrt R\,\delta^2$. The absolute change has the same size, 0.027, but is now 0.8% of 3.37. The node is sensitive because it results from near-cancellation; the antinode is not.

## (f) A weakly absorbing contamination film of thickness $d$ and index $n_f=0.960+0.007i$ forms on top of each mirror. Find the fraction of the incident power absorbed in the film, to leading order in its optical contrast with vacuum. Evaluate it for 0.3 nm and 1.0 nm.

**Answer.** Inside the film, $E''=-k^2n_f^2E$. Differentiate the flux of part (c):

$$\frac{dS}{dx}=\frac{\operatorname{Im}\left(|E'|^2+E^*E''\right)}{k|E_0|^2}
=-k\operatorname{Im}(n_f^2)\frac{|E|^2}{|E_0|^2}.$$

The term $|E'|^2$ is real and drops out. The power lost across the film is therefore

$$A=k\operatorname{Im}(n_f^2)\int_0^d\frac{|E|^2}{|E_0|^2}\,dz.$$

To leading order, use the standing wave that was present before the film formed. The film occupies $0<z<d$, where

$$\frac{|E(z)|^2}{|E_0|^2}=1+R+2\sqrt R\cos(\phi+2kz).$$

The average of the cosine over the film is

$$\frac{\sin(\phi+2kd)-\sin\phi}{2kd}=\cos(\phi+kd)\,\frac{\sin kd}{kd},$$

by the identity for a difference of sines. Thus

$$A\approx k\operatorname{Im}(n_f^2)\,d\,\bar F,\qquad
\bar F=1+R+2\sqrt R\cos(\phi+kd)\frac{\sin kd}{kd}.$$

As $d\to0$, $\bar F\to F$. The surface value controls absorption in a sufficiently thin film.

Here $\operatorname{Im}(n_f^2)=2\times0.960\times0.007=0.01344$. For 0.3 nm the prefactor is $0.46542\times0.01344\times0.3=0.001877$. Multiplying by $\bar F=0.0483$ at the node and 3.352 at the antinode gives 0.0091% and 0.629%. Solving the wave equation with the film present gives 0.0091% and 0.628%.

For 1.0 nm, $\bar F$ is 0.258 and 3.142. The estimates are 0.161% and 1.97%; the full solutions are 0.160% and 1.98%.

The antinode-to-node ratio of absorbed power, from the full solutions, is 69 for the thinner film and 12 for the thicker one, not 126. The reason follows from expanding $\bar F$ at $\phi=\pi$. There $\cos(\pi+kd)\sin(kd)/(kd)=-\sin(2kd)/(2kd)$, so for small $kd$

$$\bar F\approx(1-\sqrt R)^2+\tfrac43\sqrt R\,(kd)^2.$$

The added term equals the first at $d\approx0.33$ nm. A film of that thickness already extends far enough from the node to double its mean intensity.

These comparisons hold the incident power, the film and the reflectance of the bare mirror fixed. $A$ is the absorption in the film, not the fall in reflectance, since the film can also change the power absorbed below it.

## (g) Assess three departures from the ideal problem: p polarization at $6^\circ$, a finite bandwidth, and height variation of the top surface.

**Answer.** **Polarization.** For s polarization the electric field remains parallel to the surface, and $F=|1+r|^2$ still holds with $r$ taken at the angle in question. For p polarization, define $r$ by the tangential electric field. The incident and reflected directions, in components parallel and normal to the surface, are $(\sin\theta,-\cos\theta)$ and $(\sin\theta,\cos\theta)$. Each electric field is perpendicular to its direction, so the two are proportional to $(\cos\theta,\sin\theta)$ and $r(\cos\theta,-\sin\theta)$. Adding them and squaring,

$$F_p=\cos^2\theta\,|1+r|^2+\sin^2\theta\,|1-r|^2
=1+R+2\sqrt R\cos\phi\cos2\theta.$$

This is the value on the vacuum side; the normal electric component jumps at the surface. For a mirror retuned to keep $R=0.70$ and $\phi=\pi$ at $6^\circ$,

$$F_p=1.70-1.6733\cos12^\circ=0.063.$$

The node value more than doubles, because the normal components add where the tangential ones nearly cancel. At $\phi=0$ the result is 3.34. These values isolate the effect of polarization. Tilting the normal-incidence mirrors of part (d) without retuning them also shifts $\phi$, which raises the node value further: at $6^\circ$ in p polarization the phase of the node mirror moves to about $161^\circ$ and $F_p$ rises to 0.15.

**Height variation.** Let the top surface have height $h$ about its mean, varying gently along the mirror, above a fixed stack. Because the top layer's index is near 1, the local phase is approximately $\phi+2kh$. For a Gaussian distribution of standard deviation $\sigma$, the average of $e^{2ikh}$ is $e^{-2k^2\sigma^2}$, so

$$\langle F\rangle\approx1+R+2\sqrt R\cos\phi\,e^{-2k^2\sigma^2}.$$

For $\sigma=0.2$ nm the exponential is 0.983. The node rises to 0.055 and the antinode falls to 3.34; averaging the full multilayer solution gives the same values to these digits.

**Bandwidth.** Both $R$ and $\phi$ vary with wavelength. For a flat spectrum from 13.365 to 13.635 nm, a full width of 2%, with the layers and their indices held fixed, the calculated averages are 0.119 at the node and 3.26 at the antinode. Their ratio is 27. This moves the node more than the height variation does, and more than the polarization effect in a mirror retuned for $6^\circ$, but less than a $6^\circ$ tilt in p polarization without retuning (0.15). The effects were evaluated separately; their combined result was not calculated.

**Comparison with real mirrors.** The wavelength, the number of periods, the period of about 7 nm and the reflectance near 0.7 are in the rough range of molybdenum/silicon mirrors for EUV lithography. The absorber fractions of 0.25 and 0.27 are lower than the usual rough value of 0.4; they were chosen to set the reflectance in a model with sharp interfaces. Real coatings also lose reflectance through interface mixing, and often carry a protective cap whose index is further from 1. Such a cap makes the estimate of part (d) rough, because reflection at its faces is no longer negligible. For a model cap of index $0.886+0.017i$, 1 to 2.5 nm thick, the phase departs from $2kn'd$ by about 0.1 rad, against the 0.18 rad that doubles the node value. The reflectance also comes to depend strongly on the phase: a 2.5 nm cap gives $R=0.71$ on the node mirror and $0.58$ on the antinode mirror. The relation $F=|1+r|^2$ is unaffected. Real illumination is not monochromatic, and for this model a 2% band alone raises the node value from 0.027 to 0.12. Placing a node at the surface can reduce absorption in a thin film, provided that the phase is controlled over the band and angles in use. The advantage over an antinode shrinks as the film thickens, from a factor of 69 at 0.3 nm to 12 at 1.0 nm in this model for monochromatic light at normal incidence; averaged over the 2% band, these factors fall to about 23 and 9. In relative terms, the departures above change the node value much more than the antinode value. The numerical output below gives the remaining digits.

## Computed results

```
Reflectance R = 0.70; amplitude sqrt(R) = 0.83666
Wavelength = 13.5 nm; photon energy = 91.84 eV
Vacuum wavenumber k = 0.46542 1/nm
Minimum F = 0.02668; maximum F = 3.37332
Maximum/minimum = 126.4; phase mean = 1.70
Phase   0 deg: F = 3.3733
Phase  60 deg: F = 2.5367
Phase  90 deg: F = 1.7000
Phase 120 deg: F = 0.8633
Phase 180 deg: F = 0.0267
Absorber index = 0.920+0.006j; spacer/top/substrate = 0.999+0.002j
Number of periods = 50
Top-layer scan = 1.00 to 8.00 nm
node: top layer = 4.241 nm; absorber fraction = 0.2537
node: period = 6.8951 nm; R = 0.70000
node: |phase| = 180.00 deg; F = 0.02668; net flux = 0.30000
antinode: top layer = 7.568 nm; absorber fraction = 0.2700
antinode: period = 6.9041 nm; R = 0.70000
antinode: |phase| = 0.00 deg; F = 3.37332; net flux = 0.30000
Node-doubling phase error = 0.1786 rad
Node-doubling thickness error = 0.1920 nm
Computed intensity ratio at that error = 1.9993
Contamination-film index = 0.960+0.007j
Film 0.3 nm, node: mean F = 0.0483
  absorbed = 0.00906 %; estimate = 0.00907 %
Film 0.3 nm, antinode: mean F = 3.3517
  absorbed = 0.62787 %; estimate = 0.62896 %
Film 1.0 nm, node: mean F = 0.2581
  absorbed = 0.15965 %; estimate = 0.16143 %
Film 1.0 nm, antinode: mean F = 3.1419
  absorbed = 1.97914 %; estimate = 1.96536 %
p-polarization angle = 6.0 deg
Surface height variation sigma = 0.2 nm
Flat band = 13.365 to 13.635 nm
node: p-polarized F = 0.0632
node: band-averaged F = 0.1189
node: height-averaged F = 0.0554; estimate = 0.0554
antinode: p-polarized F = 3.3368
antinode: band-averaged F = 3.2569
antinode: height-averaged F = 3.3447; estimate = 3.3446
```
